# Link phases and gauge invariance of (p − qA)² on a grid: a program that tests the result

```python
# Result under test: a grid Hamiltonian for (p - qA)^2/2m + V whose hopping terms
# carry the phases exp(-i*theta), theta = (q/hbar) * line integral of A on a link,
# has a spectrum that is exactly gauge invariant at any grid spacing h.
# The naive scheme (expanded square, central differences) is not invariant: on an
# open chain a constant A makes it equivalent to
#     s*T0 + V + (s - 1)^2 * t,  s = sqrt(1 + (kappa*h)^2),  t = hbar^2/(2 m h^2),
# with T0 the lattice kinetic energy without field and kappa = q*A/hbar.
# Units: energies in eV, lengths in angstrom, kappa in 1/angstrom,
# b = q*B/hbar in 1/angstrom^2.
import numpy as np
import scipy.sparse as sp
import sympy as sym
from scipy.sparse.linalg import eigsh
from scipy.integrate import quad
from scipy import constants as const

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # hbar^2/2m_e
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def difference_matrices(n, h, ring=False):
    up = np.eye(n, k=1)
    if ring:
        up[n - 1, 0] = 1.0
    return (up - up.T) / (2 * h), (up + up.T - 2 * np.eye(n)) / h**2


def naive_chain(kappa, n, h, v, ring=False):
    first, second = difference_matrices(n, h, ring)
    momentum = -1j * first
    return KIN * (-second - 2 * kappa * momentum
                  + kappa**2 * np.eye(n)) + np.diag(v)


def link_chain(theta, n, h, v, ring=False):
    t = KIN / h**2
    hop = np.zeros((n, n), complex)
    for j in range(n if ring else n - 1):
        hop[j, (j + 1) % n] = -t * np.exp(-1j * theta[j])
    return hop + hop.conj().T + np.diag(2 * t + v)


# ---- Local accuracy of the link formula for a position-dependent A ----
xs = sym.symbols("x", real=True)
psi_sym = sym.exp(-xs**2 / 2 + sym.I * xs)
kap_sym = sym.sin(xs) + sym.Rational(3, 10) * xs
derivs = [psi_sym]
for _ in range(4):
    derivs.append(sym.diff(derivs[-1], xs) - sym.I * kap_sym * derivs[-1])
x0, step = 0.4, 0.02
d2 = complex(derivs[2].subs(xs, x0).evalf())
d4 = complex(derivs[4].subs(xs, x0).evalf())
psi_fun = sym.lambdify(xs, psi_sym, "numpy")
kap_fun = sym.lambdify(xs, kap_sym, "numpy")
th_right = quad(kap_fun, x0, x0 + step)[0]
th_left = quad(kap_fun, x0 - step, x0)[0]
lattice_value = (2 * psi_fun(x0) - np.exp(-1j * th_right) * psi_fun(x0 + step)
                 - np.exp(1j * th_left) * psi_fun(x0 - step)) / step**2
error_coefficient = (lattice_value + d2) / step**2
assert abs(error_coefficient + d4 / 12) < 0.01 * abs(d4 / 12)

# ---- Gaussian well in a hard-wall box with constant A ----
depth, width, box, kappa = 10.0, 2.0, 24.0, 0.5
print(f"hbar^2/2m_e = {KIN:.5f} eV angstrom^2")
print(f"Well: depth {depth:.1f} eV, width {width:.1f} angstrom, "
      f"box {box:.1f} angstrom")
print(f"  V(x) = -depth*exp(-x^2/(2 width^2)); qA/hbar = {kappa:.2f} 1/angstrom")
print(f"  q^2A^2/2m = {KIN * kappa**2:.5f} eV")


def well(x):
    return -depth * np.exp(-x**2 / (2 * width**2))


n_ref = 239
modes = np.arange(1, n_ref + 1)
sine = np.sqrt(2 / (n_ref + 1)) * np.sin(np.pi * np.outer(modes, modes)
                                        / (n_ref + 1))
x_ref = -box / 2 + modes * box / (n_ref + 1)
h_ref = sine @ np.diag(KIN * (np.pi * modes / box)**2) @ sine
e_ref = np.linalg.eigvalsh(h_ref + np.diag(well(x_ref)))
print(f"  sine-basis reference: E0 = {e_ref[0]:.6f} eV, E1 = {e_ref[1]:.6f} eV")

rng = np.random.default_rng(4)
grid_errors = []
for h in (0.4, 0.2, 0.1):
    n = int(round(box / h)) - 1
    x = -box / 2 + h * np.arange(1, n + 1)
    v = well(x)
    t = KIN / h**2
    t0 = -KIN * difference_matrices(n, h)[1]
    e_zero, vec = np.linalg.eigh(t0 + np.diag(v))
    e_link = np.linalg.eigvalsh(link_chain(np.full(n, kappa * h), n, h, v))
    e_rand = np.linalg.eigvalsh(link_chain(rng.uniform(-3, 3, n), n, h, v))
    e_naive = np.linalg.eigvalsh(naive_chain(kappa, n, h, v))
    s = np.sqrt(1 + (kappa * h)**2)
    e_map = np.linalg.eigvalsh(s * t0 + np.diag(v + (s - 1)**2 * t))
    link_change = np.max(np.abs(e_link - e_zero))
    assert link_change < 1e-9 and np.max(np.abs(e_rand - e_zero)) < 1e-9
    assert np.max(np.abs(e_naive - e_map)) < 1e-9
    assert np.all(e_naive > e_zero + 1e-6)
    kin0, kin1 = [vec[:, k] @ t0 @ vec[:, k] for k in (0, 1)]
    shift = e_naive[0] - e_zero[0]
    law = h**2 * (kappa**2 * kin0 / 2 + KIN * kappa**4 / 4)
    grid_errors.append(e_zero[0] - e_ref[0])
    print(f"h = {h:.1f} angstrom: qAh/hbar = {kappa * h:.3f}, s = {s:.6f}")
    print(f"  E0 link = {e_link[0]:.6f} eV, E0 naive = {e_naive[0]:.6f} eV")
    print(f"  naive shift = {shift:.6f} eV, small-h law = {law:.6f} eV")
    print(f"  grid error of E0 at A=0 = {grid_errors[-1]:.6f} eV")
    print(f"  largest link level change = {link_change:.1e} eV")
    if h == 0.2:
        gap_change = (e_naive[1] - e_naive[0]) - (e_zero[1] - e_zero[0])
        gap_law = (kappa * h)**2 / 2 * (kin1 - kin0)
        assert abs(gap_change - gap_law) < 0.05 * abs(gap_law)
        print(f"  <T0> = {kin0:.6f} eV (ground), {kin1:.6f} eV (first excited)")
        print(f"  offset (s-1)^2 t = {(s - 1)**2 * t:.6f} eV")
        print(f"  naive gap change = {gap_change:.6f} eV, law = {gap_law:.6f} eV")
        print(f"  naive shift converted = {shift / HARTREE:.3e} hartree")
assert abs(shift / law - 1) < 0.01
assert 3.8 < grid_errors[1] / grid_errors[2] < 4.2

# ---- Ring: constant A is a physical flux unless its total phase is 2 pi n ----
n_ring, h_ring = 40, 0.2
length = n_ring * h_ring
v_ring = np.cos(2 * np.pi * np.arange(n_ring) / n_ring)
print(f"Ring: length {length:.1f} angstrom, {n_ring} sites, "
      f"V amplitude {v_ring.max():.1f} eV")
ring_link, ring_naive = [], []
for flux in (0.0, np.pi, 2 * np.pi):
    a = flux / n_ring
    ring_link.append(np.linalg.eigvalsh(
        link_chain(np.full(n_ring, a), n_ring, h_ring, v_ring, True)))
    h_naive = naive_chain(flux / length, n_ring, h_ring, v_ring, True)
    ring_naive.append(np.linalg.eigvalsh(h_naive))
    s = np.sqrt(1 + a**2)
    kinetic = link_chain(np.full(n_ring, np.arctan(a)), n_ring, h_ring,
                         np.zeros(n_ring), True)
    mapped = s * kinetic + np.diag(v_ring + (s - 1)**2 * KIN / h_ring**2)
    assert np.max(np.abs(np.linalg.eigvalsh(mapped) - ring_naive[-1])) < 1e-9
    print(f"  phase {flux / np.pi:.0f} pi: E0 link = {ring_link[-1][0]:.6f} eV, "
          f"naive = {ring_naive[-1][0]:.6f} eV")
assert np.max(np.abs(ring_link[2] - ring_link[0])) < 1e-9
assert ring_link[1][0] > ring_link[0][0] + 0.01
assert abs(ring_naive[2][0] - ring_naive[0][0]) > 1e-3
print(f"  naive effective phase at 2 pi = "
      f"{n_ring * np.arctan(2 * np.pi / n_ring):.5f} rad "
      f"(2 pi = {2 * np.pi:.5f} rad)")

# ---- Two-dimensional harmonic trap in a uniform magnetic field ----
mass, trap, b = 0.1, 0.01, 1e-4
kin2 = KIN / mass


def axis(n, h):
    return (np.arange(n) - (n - 1) / 2) * h


def trap_potential(n, h):
    x, y = np.meshgrid(axis(n, h), axis(n, h), indexing="ij")
    return (trap**2 * (x**2 + y**2) / (4 * kin2)).ravel()


def link_angles(field, n, h, nodes=8):
    points, weights = np.polynomial.legendre.leggauss(nodes)
    x, y = np.meshgrid(axis(n, h), axis(n, h), indexing="ij")
    tx, ty = np.zeros((n - 1, n)), np.zeros((n, n - 1))
    for p, w in zip(points, weights):
        d = h * (1 + p) / 2
        tx += w * h / 2 * field(x[:-1] + d, y[:-1])[0]
        ty += w * h / 2 * field(x[:, :-1], y[:, :-1] + d)[1]
    return tx, ty


def link_plane(field, n, h, nodes=8):
    tx, ty = link_angles(field, n, h, nodes)
    site = np.arange(n * n).reshape(n, n)
    rows = np.concatenate([site[:-1].ravel(), site[:, :-1].ravel()])
    cols = np.concatenate([site[1:].ravel(), site[:, 1:].ravel()])
    phase = np.exp(-1j * np.concatenate([tx.ravel(), ty.ravel()]))
    t = kin2 / h**2
    hop = sp.coo_matrix((-t * phase, (rows, cols)), shape=(n * n, n * n)).tocsc()
    return (hop + hop.conj().T + sp.diags(4 * t + trap_potential(n, h))).tocsc()


def naive_plane(field, n, h):
    first, second = [sp.csc_matrix(m) for m in difference_matrices(n, h)]
    one = sp.identity(n, format="csc")
    x, y = np.meshgrid(axis(n, h), axis(n, h), indexing="ij")
    total = -sp.kron(second, one) - sp.kron(one, second)
    momenta = (-1j * sp.kron(first, one), -1j * sp.kron(one, first))
    for comp, mom in zip(field(x, y), momenta):
        a = sp.diags(comp.ravel())
        total = total - (a @ mom + mom @ a) + a @ a
    return (kin2 * total + sp.diags(trap_potential(n, h))).tocsc()


def lowest(matrix, count=4):
    start = np.random.default_rng(1).normal(size=matrix.shape[0])
    return np.sort(eigsh(matrix.astype(complex), k=count, sigma=0.0,
                         v0=start.astype(complex), return_eigenvectors=False))


def symmetric(x, y):
    return -b * y / 2, b * x / 2


def landau(x, y):
    return -b * y, 0 * x


offset = 300.0


def displaced(x, y):
    return -b * (y - offset) / 2, b * (x - offset) / 2


def chi(x, y):
    return 3 * np.sin(x / 150) * np.cos(y / 100)


def wavy(x, y):
    ax, ay = symmetric(x, y)
    return (ax + 3 / 150 * np.cos(x / 150) * np.cos(y / 100),
            ay - 3 / 100 * np.sin(x / 150) * np.sin(y / 100))


n2, h2 = 45, 20.0
cyclotron = 2 * kin2 * b
fock_darwin = np.sqrt(trap**2 + cyclotron**2 / 4)
tesla = const.hbar * b * 1e20 / const.e
print(f"Trap: mass {mass:.1f} m_e, hbar*omega = {trap:.3f} eV, "
      f"h = {h2:.0f} angstrom, {n2}x{n2} sites")
print(f"  qB/hbar = {b:.1e} 1/angstrom^2 (B = {tesla:.3f} T), "
      f"hbar*omega_c = {cyclotron:.6f} eV")
print(f"  Fock-Darwin ground energy = {fock_darwin:.7f} eV")
link_levels, naive_levels = {}, {}
for name, field in (("symmetric", symmetric), ("Landau", landau),
                    ("displaced", displaced), ("wavy", wavy)):
    link_levels[name] = lowest(link_plane(field, n2, h2))
    naive_levels[name] = lowest(naive_plane(field, n2, h2))
    print(f"  {name} gauge: E0 link = {link_levels[name][0]:.7f} eV, "
          f"naive = {naive_levels[name][0]:.7f} eV")
    assert np.max(np.abs(link_levels[name] - link_levels["symmetric"])) < 1e-10
print(f"  displaced gauge origin: ({offset:.0f}, {offset:.0f}) angstrom")
assert abs(naive_levels["displaced"][0] - naive_levels["symmetric"][0]) > 1e-4

gx, gy = np.meshgrid(axis(n2, h2), axis(n2, h2), indexing="ij")
gauge = sp.diags(np.exp(1j * chi(gx, gy)).ravel())
rotated = gauge @ link_plane(symmetric, n2, h2) @ gauge.conj()
assert abs(rotated - link_plane(wavy, n2, h2)).max() < 1e-12
tx, ty = link_angles(wavy, n2, h2)
plaquette = tx[:, :-1] + ty[1:] - tx[:, 1:] - ty[:-1]
assert np.max(np.abs(plaquette - b * h2**2)) < 1e-11
print(f"  plaquette phase = {plaquette.mean():.6f} rad")

coarse_error = lowest(link_plane(symmetric, 22, 40.0))[0] - fock_darwin
fine_error = link_levels["symmetric"][0] - fock_darwin
assert 3.5 < coarse_error / fine_error < 4.5
print(f"  link grid error: {coarse_error:.3e} eV at h=40 angstrom, "
      f"{fine_error:.3e} eV at h=20 angstrom")

# ---- Direction dependence of the false shift for constant A, no field ----


def constant_field(kx, ky):
    return lambda x, y: (kx + 0 * x, ky + 0 * y)


free = lowest(link_plane(constant_field(0, 0), n2, h2), 1)[0]
second = sp.csc_matrix(difference_matrices(n2, h2)[1])
one = sp.identity(n2, format="csc")
strength = 0.02
direction_shift = []
for angle in (0.0, np.pi / 4):
    kx, ky = strength * np.cos(angle), strength * np.sin(angle)
    e_const = lowest(naive_plane(constant_field(kx, ky), n2, h2), 1)[0]
    sx, sy = np.sqrt(1 + (kx * h2)**2), np.sqrt(1 + (ky * h2)**2)
    add = ((sx - 1)**2 + (sy - 1)**2) * kin2 / h2**2
    mapped = (-kin2 * (sx * sp.kron(second, one) + sy * sp.kron(one, second))
              + sp.diags(trap_potential(n2, h2) + add)).tocsc()
    assert abs(lowest(mapped, 1)[0] - e_const) < 1e-10
    assert abs(lowest(link_plane(constant_field(kx, ky), n2, h2), 1)[0]
               - free) < 1e-10
    direction_shift.append(e_const - free)
assert direction_shift[0] > 1.1 * direction_shift[1]
print(f"No magnetic field: E0 = {free:.7f} eV; "
      f"constant |qA/hbar| = {strength:.2f} 1/angstrom")
print(f"  naive shift: A along x {direction_shift[0]:.7f} eV, "
      f"along diagonal {direction_shift[1]:.7f} eV")

# ---- Midpoint phases turn the pure gauge c*x^3*y into a false uniform field ----
cubic = 1e-6


def pure_gauge(x, y):
    return 3 * cubic * x**2 * y, cubic * x**3


false_b = cubic * h2**2 / 4


def false_landau(x, y):
    return -false_b * y, 0 * x


e_mid = lowest(link_plane(pure_gauge, n2, h2, nodes=1))
e_exact = lowest(link_plane(pure_gauge, n2, h2), 1)[0]
e_false = lowest(link_plane(false_landau, n2, h2))
assert np.max(np.abs(e_mid - e_false)) < 1e-9
assert abs(e_exact - free) < 1e-9 and e_mid[0] > free + 1e-4
print(f"Pure gauge c*x^3*y, c = {cubic:.1e} 1/angstrom^4: "
      f"false qB/hbar = {false_b:.1e} 1/angstrom^2")
print(f"  E0 exact link integrals = {e_exact:.7f} eV, "
      f"midpoint = {e_mid[0]:.7f} eV")

print("every check passed")
```

Running it gives:

```
hbar^2/2m_e = 3.80998 eV angstrom^2
Well: depth 10.0 eV, width 2.0 angstrom, box 24.0 angstrom
  V(x) = -depth*exp(-x^2/(2 width^2)); qA/hbar = 0.50 1/angstrom
  q^2A^2/2m = 0.95250 eV
  sine-basis reference: E0 = -7.997449 eV, E1 = -4.393538 eV
h = 0.4 angstrom: qAh/hbar = 0.200, s = 1.019804
  E0 link = -8.006881 eV, E0 naive = -7.979575 eV
  naive shift = 0.027306 eV, small-h law = 0.027777 eV
  grid error of E0 at A=0 = -0.009432 eV
  largest link level change = 7.1e-14 eV
h = 0.2 angstrom: qAh/hbar = 0.100, s = 1.004988
  E0 link = -7.999794 eV, E0 naive = -7.992886 eV
  naive shift = 0.006909 eV, small-h law = 0.006939 eV
  grid error of E0 at A=0 = -0.002345 eV
  largest link level change = 2.8e-13 eV
  <T0> = 0.911485 eV (ground), 2.308662 eV (first excited)
  offset (s-1)^2 t = 0.002369 eV
  naive gap change = 0.006954 eV, law = 0.006986 eV
  naive shift converted = 2.539e-04 hartree
h = 0.1 angstrom: qAh/hbar = 0.050, s = 1.001249
  E0 link = -7.998035 eV, E0 naive = -7.996302 eV
  naive shift = 0.001732 eV, small-h law = 0.001734 eV
  grid error of E0 at A=0 = -0.000585 eV
  largest link level change = 1.7e-12 eV
Ring: length 8.0 angstrom, 40 sites, V amplitude 1.0 eV
  phase 0 pi: E0 link = -0.198596 eV, naive = -0.198596 eV
  phase 1 pi: E0 link = 0.039233 eV, naive = 0.042072 eV
  phase 2 pi: E0 link = -0.198596 eV, naive = -0.182057 eV
  naive effective phase at 2 pi = 6.23226 rad (2 pi = 6.28319 rad)
Trap: mass 0.1 m_e, hbar*omega = 0.010 eV, h = 20 angstrom, 45x45 sites
  qB/hbar = 1.0e-04 1/angstrom^2 (B = 6.582 T), hbar*omega_c = 0.007620 eV
  Fock-Darwin ground energy = 0.0107012 eV
  symmetric gauge: E0 link = 0.0106534 eV, naive = 0.0106635 eV
  Landau gauge: E0 link = 0.0106534 eV, naive = 0.0106746 eV
  displaced gauge: E0 link = 0.0106534 eV, naive = 0.0112581 eV
  wavy gauge: E0 link = 0.0106534 eV, naive = 0.0111539 eV
  displaced gauge origin: (300, 300) angstrom
  plaquette phase = 0.040000 rad
  link grid error: -1.920e-04 eV at h=40 angstrom, -4.777e-05 eV at h=20 angstrom
No magnetic field: E0 = 0.0099671 eV; constant |qA/hbar| = 0.02 1/angstrom
  naive shift: A along x 0.0007542 eV, along diagonal 0.0004875 eV
Pure gauge c*x^3*y, c = 1.0e-06 1/angstrom^4: false qB/hbar = 1.0e-04 1/angstrom^2
  E0 exact link integrals = 0.0099671 eV, midpoint = 0.0106534 eV
every check passed
```
